# Depth Offset from an Exponentially Relaxing Erosion Rate in Sputter Profiling

## Definitions and conventions

A beam of constant flux is switched on at $t=0$ and erodes a flat sample. Let $z(t)$ be the thickness of original material removed by time $t$, so that $z(0)=0$. This depth counts material in its state before bombardment. It differs from the geometrical depth of the crater if the beam changes the volume of what it leaves behind, a difference treated at the end of the section.

The erosion rate is $r(t)=dz/dt$. Its initial value is $v_0$, its steady value is $v$, and $\tau$ is the relaxation time; all three are positive. The constant-rate depth scale assigns to time $t$ the depth

$$z_c(t)=v\,t. \tag{1}$$

The rate in (1) is the steady rate, not an average over the run. The offset is defined as true depth minus assigned depth, $z-z_c$. A positive offset means that a feature is drawn too shallow and that the offset must be added to its assigned depth.

## The removed depth and its offset

Exponential relaxation means that the excess rate $r-v$ decays in proportion to itself:

$$\frac{dr}{dt}=-\frac{r-v}{\tau},\qquad r(0)=v_0. \tag{2}$$

Since $v$ is constant, $r-v$ obeys the equation of simple decay, and its initial value is $v_0-v$. Therefore

$$r(t)=v+(v_0-v)e^{-t/\tau}. \tag{3}$$

Written as $v(1-e^{-t/\tau})+v_0e^{-t/\tau}$, the rate is seen to be positive at all times, so $z$ increases steadily and each depth is reached once.

The removed depth is the time integral of (3). With

$$\int_0^t e^{-t'/\tau}dt'=\left[-\tau e^{-t'/\tau}\right]_0^t=\tau\left(1-e^{-t/\tau}\right),$$

it is

$$z(t)=vt+\Delta\left(1-e^{-t/\tau}\right),\qquad \Delta=(v_0-v)\tau. \tag{4}$$

Subtracting (1) gives

$$z(t)-z_c(t)=\Delta\left(1-e^{-t/\tau}\right)\;\longrightarrow\;(v_0-v)\tau\qquad(t\gg\tau). \tag{5}$$

This is the stated asymptotic offset. The excess rate dies out, but the extra material it removed stays removed, so the depth error persists. For $v_0>v$ deep features are drawn too shallow by $\Delta$. For $v_0<v$ the offset is negative and they are drawn too deep by $|\Delta|$.

At early times, $1-e^{-t/\tau}\approx t/\tau$, and the offset grows as $(v_0-v)t$. The part still to come at time $t$ is $\Delta e^{-t/\tau}$. A fraction $0.99$ has accumulated when $e^{-t/\tau}=0.01$, that is, at $t=\tau\ln 100$.

The exponential form fixes the value of the offset but is not needed for its existence. For any transient whose excess rate has a finite integral, the same subtraction gives

$$\lim_{t\to\infty}(z-vt)=\int_0^\infty\left[r(t)-v\right]dt. \tag{6}$$

The offset is the area between the rate curve and its steady level. If the integral does not converge, a constant offset does not exist.

## Where a buried marker appears

Consider a thin marker at true depth $d$, detected when the eroding front reaches it. Its arrival time $t_d$ satisfies $z(t_d)=d$, or from (4)

$$vt_d+\Delta-\Delta e^{-t_d/\tau}=d. \tag{7}$$

Let $s=t_d-(d-\Delta)/v$ be the delay relative to the asymptotic straight line. Equation (7) then reads $vs=\Delta e^{-t_d/\tau}$. Substitute $t_d=s+(d-\Delta)/v$ in the exponent, divide by $v\tau$, and multiply by $e^{s/\tau}$:

$$\frac{s}{\tau}\,e^{s/\tau}=\frac{\Delta}{v\tau}\exp\left[-\frac{d-\Delta}{v\tau}\right]. \tag{8}$$

The Lambert function $W$ is defined by $W(x)e^{W(x)}=x$. Hence

$$t_d=\frac{d-\Delta}{v}+\tau\,W\left(\frac{\Delta}{v\tau}\exp\left[-\frac{d-\Delta}{v\tau}\right]\right). \tag{9}$$

For negative $\Delta$ the function has two real branches, and one must be chosen. From $vs=\Delta e^{-t_d/\tau}$,

$$\frac{s}{\tau}=\frac{v_0-v}{v}\,e^{-t_d/\tau}>-1,$$

because $v_0>0$. The principal branch is the one with $W\ge-1$, so it is the right one for either sign of $\Delta$.

The assigned depth $vt_d$ tends to $d-\Delta$ for a deep marker. For two markers at $d_1<d_2$, reached at $t_1<t_2$, subtracting (7) for the first from (7) for the second gives

$$v(t_2-t_1)=d_2-d_1-\Delta\left(e^{-t_1/\tau}-e^{-t_2/\tau}\right). \tag{10}$$

Spacings are therefore reproduced well when both markers lie beyond the transient. The thickness of a layer that begins at the surface is not: with $t_1=0$ and $t_2\gg\tau$, its assigned thickness is wrong by the full $\Delta$.

## A scale built from the crater depth

A different constant rate follows from dividing the final removed depth by the total time $T$. From (4),

$$\bar v=\frac{z(T)}{T}=v+\frac{\Delta}{T}\left(1-e^{-T/\tau}\right). \tag{11}$$

The error of the scale $\bar v t$ is

$$z(t)-\bar vt=\Delta\left[1-e^{-t/\tau}-\frac{t}{T}\left(1-e^{-T/\tau}\right)\right]. \tag{12}$$

It vanishes at $t=0$ and at $t=T$, since the scale is pinned there by construction. For $\tau\ll t$ it is close to $\Delta(1-t/T)$. The result (5) thus belongs to the steady-rate scale. Adding the whole of $\Delta$ to a scale built from the removed depth, as in (11), would overcorrect every feature beyond the transient. If the measured crater depth differs from the removed depth, the error changes again, as the part on swelling below shows.

Two craters, eroded under the same conditions for times $t_1<t_2$, separate the steady rate from the offset. The slope of the line through the two depths is

$$\frac{z(t_2)-z(t_1)}{t_2-t_1}=v+\Delta\,\frac{e^{-t_1/\tau}-e^{-t_2/\tau}}{t_2-t_1}, \tag{13}$$

which tends to $v$ when both times are long compared with $\tau$. Both points then lie on $z=vt+\Delta$, and the intercept of the line at $t=0$ is $\Delta$.

The intercept is an extrapolation and magnifies errors. In terms of the depths $z_1,z_2$ it equals $(t_2z_1-t_1z_2)/(t_2-t_1)$. If the two depths carry independent errors of standard deviation $\sigma$, the intercept has standard deviation $\sigma\sqrt{t_1^2+t_2^2}/(t_2-t_1)$.

## Relaxation governed by depth

At constant flux, time is proportional to the number of ions received per area, so (2) describes a surface that relaxes with ion dose. One may instead suppose that the excess rate relaxes with the amount of material removed, over a length $L$:

$$\frac{dz}{dt}=v+(v_0-v)e^{-z/L}. \tag{14}$$

Separate the variables and multiply numerator and denominator by $e^{z/L}$:

$$dt=\frac{e^{z/L}\,dz}{v\,e^{z/L}+v_0-v}.$$

The derivative of the denominator is $(v/L)e^{z/L}$, so the right side is $L/v$ times a logarithmic derivative. Integrating from $z=0$, where the denominator equals $v_0$, gives

$$t=\frac{L}{v}\ln\frac{v\,e^{z/L}+v_0-v}{v_0}. \tag{15}$$

Solving for $e^{z/L}$ and extracting the factor $(v_0/v)e^{vt/L}$ before taking the logarithm gives

$$z=vt+L\ln\frac{v_0}{v}+L\ln\left[1-\left(1-\frac{v}{v_0}\right)e^{-vt/L}\right]. \tag{16}$$

The last term vanishes at late times, leaving the offset $L\ln(v_0/v)$. Its late decay follows $e^{-vt/L}$, which matches that of (5) if $L=v\tau$. With this matching and $\epsilon=(v_0-v)/v$,

$$\Delta_{\rm depth}=v\tau\ln(1+\epsilon)=v\tau\left(\epsilon-\frac{\epsilon^2}{2}+\dots\right),\qquad \Delta=v\tau\epsilon, \tag{17}$$

where the series holds for $|\epsilon|<1$. The two laws agree to first order in a weak transient. With this matching they differ for a strong one because, when $v_0>v$, depth accumulates faster at the start than $vt$, and a depth-governed excess is used up sooner. The matching is a choice, however. Under (14) the rate starts to change with slope $-(v_0-v)v_0/L$. Equating the initial slopes of the two laws instead gives $L=v_0\tau$ and the offset $v_0\tau\ln(v_0/v)$, which is larger than $\Delta$ when $v_0>v$.

## Worked example

Take the round parameters $v_0=0.10$ nm/s, $v=0.05$ nm/s and $\tau=20$ s. Then

$$\Delta=(0.10-0.05)\times20\ \text{nm}=1.0\ \text{nm}=1.0\times10^{-9}\ \text{m}.$$

Numerical integration of (2) together with $dz/dt=r$ gives $1.0000$ nm at $1000$ s. Changing only $v_0$, to $0.02$ nm/s, makes the formula give $-0.60$ nm, and the integration agrees within $10^{-6}$ nm.

In the first case the offset is $0.63$ nm after one relaxation time and $0.95$ nm after three. It reaches 99 % of its final value at $20\ln100=92.1$ s, when $5.6$ nm have been removed. Features shallower than this need the time-dependent correction (5) if an accuracy of 1 % of $\Delta$ is wanted.

Three markers show the approach to the limit:

| True depth (nm) | Arrival (s) | Assigned depth (nm) | Offset (nm) |
|---:|---:|---:|---:|
| 2 | 25.6 | 1.28 | 0.72 |
| 5 | 80.4 | 4.02 | 0.98 |
| 20 | 380.0 | 19.00 | 1.00 |

The relative error is largest for the shallowest marker, 36 % of its true depth, although its offset is the smallest in nanometres. The assigned spacing of the two deeper markers is $14.98$ nm against a true $15$ nm.

For a run of $T=1000$ s, (4) gives a removed depth of $0.05\times1000+1.0=51.0$ nm and a crater-mean rate of $0.0510$ nm/s. On that scale the deepest marker is assigned $0.0510\times380=19.38$ nm. Its error is $0.62$ nm, in agreement with $\Delta(1-380/1000)$.

Craters made in $400$ s and $1000$ s give a slope of $0.0500$ nm/s and an intercept of $1.00$ nm. The error factor derived above is $\sqrt{400^2+1000^2}/600\approx1.8$. Independent depth errors of $0.5$ nm would thus put an error of about $0.9$ nm on the intercept, nearly as large as the offset sought.

If the transient were governed by depth, with $L=v\tau=1.0$ nm and the same $v_0$ and $v$, the offset would be $1.0\ln2=0.69$ nm. This is a change of $-0.31$ nm. Matching the initial slopes instead, with $L=v_0\tau=2.0$ nm, gives $2.0\ln2=1.39$ nm, a change of $+0.39$ nm. When the initial rate is twice the steady one, the assumed law thus matters at the level of a few tenths of a nanometre, and the sign of the change depends on how $L$ is chosen.

## Other shifts of comparable size

The example lies in the rough regime of silicon profiled with a sub-keV oxygen beam in secondary-ion mass spectrometry. Such a beam implants oxygen and mixes the near-surface atoms while it erodes them. Both processes affect the reading of depth.

**Mixing.** Suppose that a surface layer holding a thickness $w$ of original silicon is kept fully mixed, and that marker atoms leave in proportion to their share of it. Let $N$ be the number of marker atoms per area in this layer. When the front advances by $dz$, a fraction $dz/w$ of the contents leaves and fresh material enters from below. A thin marker at $d$, with $M$ atoms per area, enters when $z=d-w$. Thereafter

$$\frac{dN}{dz}=-\frac{N}{w},\qquad N=M\exp\left[-\frac{z-(d-w)}{w}\right]. \tag{18}$$

The emission per removed depth, $N/w$, is greatest at entry, $z=d-w$. The mean of an exponential distribution lies one decay length beyond its start, so the centroid is at $z=d-w+w=d$. If entry occurs well after the transient, the constant-rate scale subtracts $\Delta$ from both positions:

$$z_{\rm peak}=d-w-\Delta,\qquad z_{\rm centroid}=d-\Delta. \tag{19}$$

With a rough $w=1$ nm, a slice-by-slice material budget places the peak of the 20 nm marker at $18.00$ nm and its centroid at $19.00$ nm, as (19) requires. Reading the peak adds $w$ to the apparent offset, which doubles it here only because the chosen $w$ equals $\Delta$. Within this model, and for a marker that enters the mixed layer after the transient, the centroid isolates the part due to the erosion rate.

**Swelling.** Let $\rho_V$ be the volume per silicon atom in the oxide divided by that in silicon. If the altered layer is fully oxidised and can expand only upwards, its thickness is $\rho_Vw$ instead of $w$. The crater floor therefore stands higher by

$$h=w(\rho_V-1), \tag{20}$$

and a profilometer reads $z-h$. Rough densities of $2.33$ g/cm³ for silicon and $2.20$ g/cm³ for the oxide give $\rho_V=2.27$ and $h=1.27$ nm. The final crater then measures $51.00-1.27=49.73$ nm.

If $h$ is the same in both craters, it cancels from their depth difference and leaves the slope at $v$. The intercept becomes $\Delta-h=-0.27$ nm. Its sign is opposite to that of $\Delta$, so an uncorrected intercept would suggest an initial rate below the steady one. The measured crater also changes the mean-rate scale: $49.73/1000=0.04973$ nm/s assigns $18.90$ nm to the 20 nm marker, an error of $1.10$ nm instead of $0.62$ nm.

**Native oxide.** An oxide film already present before the run, of rough thickness $1$ nm, contains $1/2.27=0.44$ nm of silicon in the sense of equal numbers of silicon atoms. Counting depth in actual film thickness or in equivalent silicon shifts the zero by $0.56$ nm. A stated depth needs a stated choice between the two. A film about as thick as the transient also changes the initial erosion rate, so values of $v_0$ and $\tau$ found on bare silicon need not apply to it.

**Rate calibration.** If the true steady rate exceeds the value used by 1 %, the true depth exceeds the assigned one by a further 1 % of the latter. For the 20 nm marker this is $0.01\times19.00=0.19$ nm. Unlike $\Delta$, this error grows in proportion to depth, and at an assigned depth of $100$ nm it equals the $1.0$ nm offset of the example.

In the real process, erosion rates of some hundredths of a nanometre per second and a transient extending over roughly a nanometre or a few are reasonable orders of magnitude for low beam energies. The ratio $v_0/v=2$ and the time of $20$ s are round choices, not measurements. The assumption most open to doubt is the single exponential in time, since oxygen build-up and removal of material proceed together; replacing it by the depth law moved the offset by $-0.31$ nm or $+0.39$ nm, depending on how the two laws were matched. Some bombardment conditions also roughen the surface, and the rate may then drift after the first transient. Equation (6) shows the consequence: each later departure from $v$ adds its own area to the depth error, and a single constant no longer corrects the scale.

For these parameters, reading the peak of a marker shifts it by $1.0$ nm in the fully mixed layer model (18), where the shift equals $w$ because the marker enters the layer abruptly, swelling raises the crater floor by $1.27$ nm, and the choice of depth zero matters by $0.56$ nm, all comparable with $\Delta$. The swelling enters the depth of a feature only through a scale tied to measured craters: in the proportion $t/T$ on the crater-mean scale, and in full, as $h$, when the slope and intercept of the two-crater line are used. The offset $(v_0-v)\tau$ is thus one term in the depth budget. It can be applied as a correction by itself when the transient is known to follow (3), the steady rate is known independently, the depth zero is fixed, the feature lies well beyond the transient, and its position is read in a way that mixing does not shift. The numerical output below lists most of the values used here.

## Calculated quantities

```
Initial erosion rate v0: 0.100 nm/s
Steady erosion rate v: 0.050 nm/s
Relaxation time tau: 20.0 s
Asymptotic offset, formula: 1.0000 nm
Asymptotic offset, integrated: 1.0000 nm
Asymptotic offset in SI: 1.000e-09 m
Offset at t = 20 s, integrated: 0.6321 nm
Offset at t = 60 s, integrated: 0.9502 nm
Time for 99 percent of offset: 92.10 s
True depth at that time: 5.595 nm
Marker at 2 nm: arrival time: 25.569 s
Marker at 2 nm: assigned depth: 1.2785 nm
Marker at 2 nm: true minus assigned: 0.7215 nm
Marker at 5 nm: arrival time: 80.360 s
Marker at 5 nm: assigned depth: 4.0180 nm
Marker at 5 nm: true minus assigned: 0.9820 nm
Marker at 20 nm: arrival time: 380.000 s
Marker at 20 nm: assigned depth: 19.0000 nm
Marker at 20 nm: true minus assigned: 1.0000 nm
Assigned spacing of 5 and 20 nm markers: 14.9820 nm
Total sputter time: 1000 s
Final removed depth: 51.000 nm
Crater-mean rate: 0.05100 nm/s
20 nm marker: error of crater-mean scale: 0.6200 nm
Time of first of two craters: 400 s
Two-crater slope: 0.05000 nm/s
Two-crater intercept: 1.0000 nm
Relaxation depth v*tau: 1.000 nm
Offset if relaxation follows depth: 0.6931 nm
Change from time-governed offset: -0.3069 nm
Mixed layer, as original silicon (rough): 1.0 nm
20 nm marker with mixing: assigned peak: 18.00 nm
20 nm marker with mixing: assigned centroid: 19.00 nm
Silicon density (rough): 2.33 g/cm3
Oxide density (rough): 2.20 g/cm3
Oxide to silicon volume ratio: 2.27 (no unit)
Swelling of crater floor: 1.27 nm
Measured final crater depth with swelling: 49.73 nm
Two-crater intercept with swelling: -0.27 nm
Native oxide thickness (rough): 1.0 nm
Depth-zero ambiguity from native oxide: 0.56 nm
Assumed steady-rate error: 1 percent
20 nm marker: shift from that rate error: 0.19 nm
```
